# Magnetocapacitance minima from vanishing longitudinal conductivity in the quantum Hall regime: a numerical check

```python
"""Capacitance of a gated quantum Hall sheet with a contact around its perimeter.

Result under test: for a disc of radius R and area A,
    C*/(c A) = F(s) = 2 I1(z) / (z I0(z)),  z^2 = i s,  s = omega c R^2 / sigma_xx,
    1/c = d/eps + 1/(e^2 D).
c: local capacitance per area; d: gate distance; eps: permittivity;
D = dn/dmu: thermodynamic density of states; sigma_xx: longitudinal sheet
conductivity; C* = C' - i C'' (time factor exp(+i omega t)).
Re F falls as sigma_xx falls, so C' has a minimum even when D is constant.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import ive, jn_zeros, expit

e, h, hbar, kB = const.e, const.h, const.hbar, const.k
meV = 1e-3 * e


def disc_factor(s):
    z = np.sqrt(1j * np.asarray(s, dtype=float))
    return 2 * ive(1, z) / (z * ive(0, z))


def loss_tangent(s):
    F = disc_factor(s)
    return -F.imag / F.real


# ---------- inputs of the example (rough typical GaAs/AlGaAs values) ----------
radius, gate_distance, eps_r = 0.5e-3, 100e-9, 12.9
density, mass, temperature = 3.0e15, 0.067 * const.m_e, 1.5
frequency, sigma_min = 1e3, 1e-8
level_width, background = 0.5, 0.2       # meV, fraction of zero-field D
eps = eps_r * const.epsilon_0
area = np.pi * radius**2
omega = 2 * np.pi * frequency
field = density * h / (2 * e)             # filling factor 2
cyclotron = hbar * e * field / mass / meV  # meV
kT = kB * temperature / meV                # meV
D0 = mass / (np.pi * hbar**2)              # 1/(J m^2), both spins
c_geo = eps / gate_distance


def local_capacitance(D):
    return 1 / (1 / c_geo + 1 / (e**2 * D))


def ring_network(sigma, c, w, rings=4000):
    """Complex capacitance of concentric capacitors joined by ring resistors."""
    step = radius / rings
    r = (np.arange(rings) + 0.5) * step
    y_cap = 1j * w * c * 2 * np.pi * r * step
    res = np.log(np.append(r[1:], radius) / r) / (2 * np.pi * sigma)
    y = 0j
    for yc, rr in zip(y_cap, res):
        y = y + yc
        y = y / (1 + y * rr)
    return y / (1j * w)


# ---------- density of states and series capacitance ----------
energy = np.linspace(0, 6 * cyclotron, 20001)    # meV
centres = (np.arange(8) + 0.5) * cyclotron
gauss = np.exp(-0.5 * ((energy[:, None] - centres) / level_width)**2)
gauss = gauss.sum(axis=1) / (level_width * np.sqrt(2 * np.pi))
dos = D0 * meV * (background + (1 - background) * cyclotron * gauss)


def electrons(mu):
    return trapezoid(dos * expit((mu - energy) / kT), energy)


def thermal_dos(mu):                             # 1/(J m^2)
    f = expit((mu - energy) / kT)
    return trapezoid(dos * f * (1 - f) / kT, energy) / meV


def gate_voltage(n):
    mu = brentq(lambda m: electrons(m) - n, 0.1, 4 * cyclotron, xtol=1e-12)
    return e * n / c_geo + mu * meV / e


for mu_test in (cyclotron, 1.45 * cyclotron):
    n_test = electrons(mu_test)
    dn = 1e-4 * n_test
    slope = (gate_voltage(n_test + dn) - gate_voltage(n_test - dn)) / (2 * dn)
    D_from_slope = 1 / (e**2 * (slope / e - 1 / c_geo))
    assert abs(D_from_slope / thermal_dos(mu_test) - 1) < 5e-3
assert abs(electrons(cyclotron) / density - 1) < 1e-3
D_min = thermal_dos(cyclotron)
c_min, c_zero = local_capacitance(D_min), local_capacitance(D0)

# ---------- disc formula against the ring network ----------
network_error = 0.0
for sigma in (1e-5, 1e-6, 1e-7, 1e-8, 1e-9):
    s = omega * c_min * radius**2 / sigma
    ratio = ring_network(sigma, c_min, omega) / (c_min * area)
    network_error = max(network_error, abs(ratio / disc_factor(s) - 1))
assert network_error < 1e-4

# ---------- mode sum, monotonic fall, limits, sum rule ----------
j2 = jn_zeros(0, 500)**2
for s in (0.3, 5.0, 80.0):
    modes = 1 - np.sum(4 / j2 * 1j * s / (j2 + 1j * s))
    assert abs(modes - disc_factor(s)) < 1e-5
s_grid = np.logspace(-2, 6, 400)
assert np.all(np.diff(disc_factor(s_grid).real) < 0)
assert np.all(np.diff(loss_tangent(s_grid)) > 0)
assert abs(disc_factor(0.1) - (1 - 0.1j / 8 - 0.01 / 48)) < 1e-5
F_far = disc_factor(1e4)
assert abs(F_far.real / np.sqrt(2 / 1e4) - 1) < 1e-3
assert abs(-F_far.imag / (np.sqrt(2 / 1e4) - 1e-4) - 1) < 1e-3
sum_rule = 2 / np.pi * quad(lambda x: -disc_factor(np.exp(x)).imag,
                            -20, 30, limit=400, points=[0, 5, 10])[0]
assert abs(sum_rule - 1) < 1e-4
peak = minimize_scalar(lambda x: disc_factor(np.exp(x)).imag,
                       bounds=(-2, 6), method="bounded")
far_a = ring_network(1e-10, c_min, omega)
far_b = ring_network(0.5e-10, 2 * c_min, omega)
assert abs(far_b / far_a - 1) < 0.01    # only the product c*sigma matters


# ---------- finite elements on a square with the full Hall tensor ----------
def square_factor(n, s, hall, full_contact):
    """hall = sigma_xy/sigma_xx; s = omega c side^2/sigma_xx."""
    tensor = np.array([[1, hall], [-hall, 1]])
    K, M = np.zeros((4, 4)), np.zeros((4, 4))
    pts = 0.5 + np.array([-0.5, 0.5]) / np.sqrt(3)
    for x in pts:
        for y in pts:
            N = np.array([(1-x)*(1-y), x*(1-y), x*y, (1-x)*y])
            G = np.array([[-(1-y), 1-y, y, -y], [-(1-x), -x, x, 1-x]])
            K += G.T @ tensor @ G / 4
            M += np.outer(N, N) / (4 * n**2)
    ids = np.arange((n + 1)**2).reshape(n + 1, n + 1)  # [row y, column x]
    cells = np.stack([ids[:-1, :-1], ids[:-1, 1:], ids[1:, 1:], ids[1:, :-1]],
                     axis=-1).reshape(-1, 4)
    rows, cols = np.repeat(cells, 4, axis=1).ravel(), np.tile(cells, 4).ravel()
    size = (n + 1)**2
    stiff = coo_matrix((np.tile(K.ravel(), n*n), (rows, cols)), (size, size))
    charge = coo_matrix((np.tile(M.ravel(), n*n), (rows, cols)), (size, size))
    system = (stiff + 1j * s * charge).tocsr()
    contact = np.zeros((n + 1, n + 1), bool)
    contact[:, 0] = True
    if full_contact:
        contact[:, -1] = contact[0, :] = contact[-1, :] = True
    fixed = contact.ravel()
    u = fixed.astype(complex)
    free = np.flatnonzero(~fixed)
    u[free] = spsolve(system[free][:, free].tocsc(), -(system @ u)[free])
    return (charge.tocsr() @ u).sum()


full_0 = square_factor(60, 20.0, 0.0, True)
full_h = square_factor(60, 20.0, 2.0, True)
odd = np.arange(1, 400, 2)
mm, nn = np.meshgrid(odd, odd)
lam = np.pi**2 * (mm**2 + nn**2)
square_modes = 1 - np.sum(64 / (np.pi**4 * mm**2 * nn**2) * 20j / (lam + 20j))
assert abs(full_0 - square_modes) < 2e-3
assert abs(full_h - full_0) < 1e-9
side_0 = square_factor(60, 5.0, 0.0, False)
side_h = square_factor(60, 5.0, 2.0, False)
side_h_coarse = square_factor(30, 5.0, 2.0, False)
z5 = np.sqrt(5j)
assert abs(side_0 - np.tanh(z5) / z5) < 1e-3
assert abs(side_h - side_0) > 0.02
assert abs(side_h - side_h_coarse) < 0.2 * abs(side_h - side_0)
# free edges, sigma_xy fixed, sigma_xx lowered tenfold
edge_high = square_factor(80, 5.0, 0.5, False)
edge_low = square_factor(80, 50.0, 5.0, False)
assert edge_low.real < edge_high.real


# ---------- worked example ----------
def disc_capacitance(sigma, D, f=frequency):
    c = local_capacitance(D)
    return c * area * disc_factor(2 * np.pi * f * c * radius**2 / sigma)


def apparent_dos(C_real):
    return 1 / (e**2 * (area / C_real - 1 / c_geo))


def two_component(C, tangent_scale=1.0):
    """Local capacitance from loss tangent and modulus at one frequency."""
    target = -C.imag / C.real * tangent_scale
    x = brentq(lambda q: loss_tangent(np.exp(q)) - target, -10, 18)
    return abs(C) / (area * abs(disc_factor(np.exp(x))))


s_min = omega * c_min * radius**2 / sigma_min
C_min = disc_capacitance(sigma_min, D_min)
depth = np.sqrt(2 * sigma_min / (omega * c_min))
print(f"Field at filling 2: {field:.2f} T; density {density/1e15:.1f}e11 cm^-2")
print(f"Cyclotron energy {cyclotron:.2f} meV; kT {kT:.3f} meV at {temperature} K")
print(f"Disc radius {radius*1e3:.1f} mm; gate distance {gate_distance*1e9:.0f} nm;"
      f" eps_r {eps_r}; mass {mass/const.m_e:.3f} m_e")
print(f"Level width {level_width} meV; background fraction {background}")
print(f"Zero-field D0: {D0*meV/1e4:.3e} cm^-2 meV^-1")
print(f"True D/D0 at filling 2: {D_min/D0:.4f}")
print(f"Geometric capacitance: {c_geo*area*1e12:.1f} pF")
print(f"Local capacitance c*A with D0: {c_zero*area*1e12:.1f} pF")
print(f"Local capacitance c*A with true D: {c_min*area*1e12:.1f} pF")
print(f"Control, D = D0 fixed, f = {frequency:.0f} Hz:")
control = []
for sigma in (1e-4, 1e-5, 1e-6, 1e-7, 1e-8):
    C = disc_capacitance(sigma, D0)
    control.append(C.real)
    print(f"  sigma_xx {sigma:.0e} S: s {omega*c_zero*radius**2/sigma:.4g},"
          f" C' {C.real*1e12:.1f} pF, C'' {-C.imag*1e12:.1f} pF")
assert np.all(np.diff(control) < 0)
C_double = disc_capacitance(sigma_min, 2 * D0)
assert C_double.real < control[0]
print(f"D doubled to 2 D0, sigma_xx 1e-8 S: C' {C_double.real*1e12:.1f} pF")
print(f"Minimum with true D, sigma_xx {sigma_min:.0e} S: s {s_min:.1f}")
print(f"  C' {C_min.real*1e12:.1f} pF, C'' {-C_min.imag*1e12:.1f} pF,"
      f" loss tangent {loss_tangent(s_min):.4f}")
print(f"  factor from D {c_min/c_zero:.4f}; factor from transport"
      f" {disc_factor(s_min).real:.4f}; depth {depth*1e6:.1f} um")
print("Apparent D from C' alone, same true D and sigma_xx:")
apparent = []
for f in (1.0, 10.0, 100.0, 1e3, 1e4):
    C = ring_network(sigma_min, c_min, 2 * np.pi * f)
    apparent.append(apparent_dos(C.real))
    print(f"  f {f:.0f} Hz: C' {C.real*1e12:.1f} pF,"
          f" D_app/D0 {apparent[-1]/D0:.5f}")
assert abs(apparent[0] / D_min - 1) < 0.02
assert apparent[3] < 0.05 * D_min
print(f"True D / apparent D at 1 kHz: {D_min/apparent[3]:.1f}")
s_one = np.sqrt(0.48)
f_one = s_one * sigma_min / (2 * np.pi * c_min * radius**2)
C_one = ring_network(sigma_min, c_min, 2 * np.pi * f_one).real
assert abs(C_one / (c_min * area) - 0.99) < 3e-4
print(f"C' is 1% low at {f_one:.2f} Hz; D_app is then"
      f" {100*(1-apparent_dos(C_one)/D_min):.1f}% low")
for sigma in (1e-6, 1e-8):
    C = ring_network(sigma, c_min, omega)
    c_rec = two_component(C)
    D_rec = apparent_dos(c_rec * area)
    assert abs(D_rec / D_min - 1) < 0.01
    shift = [100 * (two_component(C, q) / c_min - 1) for q in (0.99, 1.01)]
    print(f"Both components, sigma_xx {sigma:.0e} S: D/D0 {D_rec/D0:.4f};"
          f" c error for tangent -1%/+1%: {shift[0]:.2f}%/{shift[1]:.2f}%")
print(f"Loss peak: s {np.exp(peak.x):.3f}, C''/(cA) {-peak.fun:.4f}")
print(f"Loss sum rule / cA: {sum_rule:.6f}")
print(f"Largest network-formula difference: {network_error:.1e}")
print(f"Square, full contact, s=20: Re F {full_0.real:.4f} (Hall ratio 0),"
      f" {full_h.real:.4f} (2)")
print(f"Square, one contact, s=5: Re F {side_0.real:.4f} (Hall ratio 0),"
      f" {side_h.real:.4f} (2)")
print(f"Square, one contact, sigma_xy fixed, sigma_xx down tenfold:"
      f" Re F {edge_high.real:.4f} -> {edge_low.real:.4f}")

# ---------- sizes of neglected effects ----------
wave_number = np.sqrt(s_min) / radius
amplitude = 0.3e-3
mu_swing = c_min * amplitude / (e * D_min) / meV
edge_field = amplitude * wave_number * abs(ive(1, np.sqrt(1j*s_min))
                                           / ive(0, np.sqrt(1j*s_min)))
hall_current = 2 * e**2 / h * edge_field
barrier, barrier_mass = 0.25 * e, 0.09 * const.m_e
log_tunnel = (-2 * gate_distance * np.sqrt(2 * barrier_mass * barrier)
              / hbar / np.log(10))
zeeman = 0.44 * const.physical_constants["Bohr magneton"][0] * field / meV
distance_error = (1e-9 / eps) * e**2 * D_min
log_activated = np.log10(2 * e**2 / h) - cyclotron / (2 * kT * np.log(10))
print("Neglected effects at the minimum, 1 kHz:")
print(f"  nonlocal electrostatics |k|d: {wave_number*gate_distance:.1e}")
print(f"  0.3 mV drive: mu swing {mu_swing:.4f} meV, /kT {mu_swing/kT:.3f},"
      f" cosh-1 {np.cosh(mu_swing/kT)-1:.3f}")
print(f"  edge field {edge_field:.2f} V/m; Hall current density"
      f" {hall_current:.1e} A/m (rough breakdown scale 1 A/m)")
print(f"  1 kOhm contact, omega R C: {omega*1e3*c_min*area:.1e}")
print(f"  1 Ohm gate sheet, relative to 1/sigma_xx: {sigma_min:.0e}")
print(f"  log10 tunnelling through 0.25 eV barrier, 0.09 m_e: {log_tunnel:.0f}")
print(f"  bare Zeeman / cyclotron energy (g 0.44): {zeeman/cyclotron:.3f}")
print(f"  localized polarization, 100 nm: omega eps xi / sigma_xx"
      f" {omega*eps*100e-9/sigma_min:.1e}")
print(f"  lateral sigma_xy change equal to sigma_xx: {1/np.sqrt(s_min):.3f}")
print(f"  1 nm gate-distance error: shift of 1/D {100*distance_error:.1f}%")
print(f"  log10 of purely activated sigma_xx in S: {log_activated:.1f}")
print("OK")
```

Output:

```
Field at filling 2: 6.20 T; density 3.0e11 cm^-2
Cyclotron energy 10.72 meV; kT 0.129 meV at 1.5 K
Disc radius 0.5 mm; gate distance 100 nm; eps_r 12.9; mass 0.067 m_e
Level width 0.5 meV; background fraction 0.2
Zero-field D0: 2.799e+10 cm^-2 meV^-1
True D/D0 at filling 2: 0.2000
Geometric capacitance: 897.1 pF
Local capacitance c*A with D0: 874.8 pF
Local capacitance c*A with true D: 795.7 pF
Control, D = D0 fixed, f = 1000 Hz:
  sigma_xx 1e-04 S: s 0.0175, C' 874.8 pF, C'' 1.9 pF
  sigma_xx 1e-05 S: s 0.175, C' 874.2 pF, C'' 19.1 pF
  sigma_xx 1e-06 S: s 1.75, C' 823.6 pF, C'' 175.9 pF
  sigma_xx 1e-07 S: s 17.5, C' 297.9 pF, C'' 246.0 pF
  sigma_xx 1e-08 S: s 175, C' 93.6 pF, C'' 88.5 pF
D doubled to 2 D0, sigma_xx 1e-8 S: C' 94.2 pF
Minimum with true D, sigma_xx 1e-08 S: s 159.1
  C' 89.3 pF, C'' 84.1 pF, loss tangent 0.9423
  factor from D 0.9096; factor from transport 0.1122; depth 56.1 um
Apparent D from C' alone, same true D and sigma_xx:
  f 1 Hz: C' 795.3 pF, D_app/D0 0.19907
  f 10 Hz: C' 756.7 pF, D_app/D0 0.13728
  f 100 Hz: C' 284.9 pF, D_app/D0 0.01186
  f 1000 Hz: C' 89.3 pF, D_app/D0 0.00282
  f 10000 Hz: C' 28.2 pF, D_app/D0 0.00083
True D / apparent D at 1 kHz: 71.0
C' is 1% low at 4.35 Hz; D_app is then 8.1% low
Both components, sigma_xx 1e-06 S: D/D0 0.2000; c error for tangent -1%/+1%: -0.06%/0.06%
Both components, sigma_xx 1e-08 S: D/D0 0.2001; c error for tangent -1%/+1%: -13.28%/18.48%
Loss peak: s 6.325, C''/(cA) 0.3775
Loss sum rule / cA: 0.999999
Largest network-formula difference: 1.3e-05
Square, full contact, s=20: Re F 0.6610 (Hall ratio 0), 0.6610 (2)
Square, one contact, s=5: Re F 0.3436 (Hall ratio 0), 0.5898 (2)
Square, one contact, sigma_xy fixed, sigma_xx down tenfold: Re F 0.3625 -> 0.1013
Neglected effects at the minimum, 1 kHz:
  nonlocal electrostatics |k|d: 2.5e-03
  0.3 mV drive: mu swing 0.0339 meV, /kT 0.262, cosh-1 0.035
  edge field 7.36 V/m; Hall current density 5.7e-04 A/m (rough breakdown scale 1 A/m)
  1 kOhm contact, omega R C: 5.0e-03
  1 Ohm gate sheet, relative to 1/sigma_xx: 1e-08
  log10 tunnelling through 0.25 eV barrier, 0.09 m_e: -67
  bare Zeeman / cyclotron energy (g 0.44): 0.015
  localized polarization, 100 nm: omega eps xi / sigma_xx 7.2e-06
  lateral sigma_xy change equal to sigma_xx: 0.079
  1 nm gate-distance error: shift of 1/D 7.9%
  log10 of purely activated sigma_xx in S: -22.1
OK
```
